# Helium 1s2s singlet–triplet splitting from the Ziegler–Rauk–Baerends sum rule

## Question

I am trying to get the singlet–triplet splitting of helium in the configuration 1s2s. I was told to compare with 0.029 hartree.

I did a Hartree–Fock calculation for the triplet, with both electrons spin up, and found \(-2.17423\) hartree. Then I kept the same two orbitals, turned the spin of the 2s electron down, and found \(-2.16016\) hartree. I took the second number to be the singlet energy. The difference is 0.01407 hartree, about half of what it should be.

Someone pointed me to the Ziegler–Rauk–Baerends sum rule, "singlet equals twice the mixed determinant minus the triplet". I can put numbers into it, but I don't see where it comes from. Must I use the triplet's orbitals, or should I reoptimize them for the singlet? And may I use the rule with a density functional, where the energy isn't the expectation value of a determinant at all?

## Answer

Your second number is not the singlet energy. The determinant with 1s up and 2s down is half singlet and half triplet, so its energy lies midway between the two, and you have measured half of the splitting.

I use Hartree atomic units, a fixed nucleus and a nonrelativistic Hamiltonian without spin terms,

\[
H=h(1)+h(2)+\frac{1}{r_{12}},\qquad h=-\tfrac12\nabla^2-\frac{2}{r}.
\]

### What the mixed determinant contains

Let \(a\) and \(b\) be real, normalized spatial orbitals, here 1s and 2s. I leave their overlap \(s=\langle a|b\rangle\) free for the moment, because it will show when the rule fails. In products such as \(ab\) or \(\alpha\beta\), the first factor belongs to electron 1 and the second to electron 2. The mixed determinant is

\[
M=\frac{1}{\sqrt2}\left(ab\,\alpha\beta-ba\,\beta\alpha\right).
\]

The singlet and triplet spin functions with \(M_S=0\) are

\[
\Theta_S=\frac{\alpha\beta-\beta\alpha}{\sqrt2},\qquad
\Theta_T=\frac{\alpha\beta+\beta\alpha}{\sqrt2}.
\]

Adding and subtracting them gives \(\alpha\beta=(\Theta_T+\Theta_S)/\sqrt2\) and \(\beta\alpha=(\Theta_T-\Theta_S)/\sqrt2\). Insert these into \(M\) and collect terms:

\[
M=\tfrac12\left[ab(\Theta_T+\Theta_S)-ba(\Theta_T-\Theta_S)\right]
=\tfrac12\left[(ab+ba)\,\Theta_S+(ab-ba)\,\Theta_T\right].
\]

The spatial functions have squared norms

\[
\langle ab\pm ba|ab\pm ba\rangle=1+1\pm2\langle ab|ba\rangle=2(1\pm s^2),
\]

since \(\langle ab|ba\rangle=\langle a|b\rangle\langle b|a\rangle=s^2\). With the prefactor \(\tfrac14\) from squaring \(\tfrac12\), the weights in \(M\) are \((1+s^2)/2\) for the singlet and \((1-s^2)/2\) for the triplet. They add up to one.

\(H\) does not act on spin, and \(\Theta_S\) and \(\Theta_T\) are orthogonal, so there is no cross term in the energy:

\[
E_M=\frac{1+s^2}{2}E_S+\frac{1-s^2}{2}E_T .
\]

Here \(E_S\) and \(E_T\) are the energies of the normalized singlet and triplet functions built from this same pair of orbitals. For orthogonal orbitals, \(s=0\), and

\[
E_M=\tfrac12(E_S+E_T)\quad\Longrightarrow\quad E_S=2E_M-E_T,\qquad E_S-E_T=2(E_M-E_T).
\]

This is the sum rule, and the last form contains your missing factor of 2.

The \(E_T\) in it belongs to the triplet component with \(M_S=0\), which takes two determinants to write. Your calculation had both spins up. That component has the same spatial function, \((ab-ba)/\sqrt2\), multiplied by \(\alpha\alpha\), and \(H\) acts on the spatial part alone, so the energy is the same. This is what makes the rule useful: two single-determinant energies give that of a state which is not a single determinant.

### The same result in integrals

Define \(h_a=\langle a|h|a\rangle\), \(h_b=\langle b|h|b\rangle\) and

\[
J=\iint\frac{a^2(\mathbf r)\,b^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
K=\iint\frac{a(\mathbf r)b(\mathbf r)\,a(\mathbf r')b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

In \(\langle M|H|M\rangle\) the cross terms between \(ab\,\alpha\beta\) and \(ba\,\beta\alpha\) vanish by spin. The two direct terms are equal, so

\[
E_M=\langle ab|H|ab\rangle=h_a+h_b+J .
\]

For the functions \((ab\pm ba)/\sqrt2\) the cross terms survive:

\[
E_{S,T}=\tfrac12\left[2\langle ab|H|ab\rangle\pm2\langle ab|H|ba\rangle\right]=h_a+h_b+J\pm K .
\]

The one-electron parts of \(\langle ab|H|ba\rangle\) each carry a factor \(\langle a|b\rangle=0\), which leaves \(K\). The splitting is therefore \(2K\), while \(E_M-E_T=K\).

The sign of \(K\) is fixed. It is \(\int\rho\phi\,d^3r\) for the charge distribution \(\rho=ab\) in its own potential \(\phi\). With \(\nabla^2\phi=-4\pi\rho\) and one integration by parts, \(K=\frac{1}{4\pi}\int|\nabla\phi|^2d^3r>0\). For a common pair of orthogonal orbitals, the singlet lies above the triplet. If the orbitals nowhere overlap in space, \(ab=0\) at every point, and the splitting vanishes.

### Your numbers

The triplet Hartree–Fock orbitals, expanded in 14 s-type Gaussians, give in hartree

\[
h_a=-1.99998,\quad h_b=-0.44320,\quad J=0.28302,\quad K=0.01407 .
\]

The two determinant energies are

\[
E_M=-1.99998-0.44320+0.28302=-2.16016,
\]
\[
E_T=-2.16016-0.01407=-2.17423,
\]

which are your values. The sum rule then gives

\[
E_S=2(-2.16016)-(-2.17423)=-2.14609,
\]
\[
E_S-E_T=0.02814\ \text{hartree}=0.766\ \text{eV}.
\]

This is 3% below 0.029 hartree. The expectation value of \(H\) in the explicit two-determinant singlet function is also \(-2.14609\), as it must be. The fifth decimal of the total energies in this answer belongs to this basis: with 24 s functions the Hartree–Fock, s-basis CI and density-functional energies drop by 0.00001 to 0.00002 hartree, while this splitting stays at 0.02814.

### Which orbitals?

The rule needs one common, orthogonal pair. That still leaves a choice, because the triplet energy does not fix the pair. Rotate the orbitals into each other:

\[
a'=a\cos\theta+b\sin\theta,\qquad b'=-a\sin\theta+b\cos\theta .
\]

In \(a'b'-b'a'\) the terms \(aa\) and \(bb\) cancel, and the rest is \((\cos^2\theta+\sin^2\theta)(ab-ba)=ab-ba\). The triplet is unchanged. The charge distribution that determines \(K\) is not:

\[
a'(\mathbf r)b'(\mathbf r)=\cos2\theta\;a(\mathbf r)b(\mathbf r)+\tfrac12\sin2\theta\,\left[b^2(\mathbf r)-a^2(\mathbf r)\right].
\]

Write \((f|g)\) for the Coulomb interaction of two charge distributions \(f\) and \(g\). Inserting \(a'b'\) into the definition of \(K\) gives

\[
K'=\cos^2 2\theta\,K+\tfrac14\sin^2 2\theta\,\left[(a^2|a^2)+(b^2|b^2)-2J\right]+\cos2\theta\sin2\theta\,\left[(ab|b^2)-(ab|a^2)\right].
\]

The middle term brings in the self-repulsion of the compact density \(a^2\). The last term is linear in \(\theta\) for small angles, and it changes sign with \(\theta\) or with the relative sign of \(a\) and \(b\). The result of a given rotation therefore depends on that arbitrary choice. In my calculation \(a\) and \(b\) have opposite signs at the nucleus, so \((ab|a^2)<0\) and the last term adds to the middle one. With this choice, a rotation by 10° leaves \(E_T=-2.17423\) but moves \(E_M\) to \(-2.10318\) hartree. The "splitting" becomes \(2(-2.10318+2.17423)=0.142\) hartree, five times too large. A rotation by \(-10^\circ\) gives 0.012 hartree instead, less than half the expected value. The sum rule still holds for either rotated pair, but the singlet it describes is a different function. For \(+10^\circ\), its weight on the 1s2s singlet level of the full CI calculation described below falls from 92% to 86%, and more of the higher levels is mixed in.

So the orbitals have to be specified. I used the canonical ones, the eigenfunctions of the triplet's Fock operator. Their \(h_a=-1.99998\) is very close to \(-2\), the ground-state energy of He\(^+\), so \(a\) is nearly the 1s orbital of the ion, which is what the label 1s2s suggests.

Orthogonality matters too. For overlapping orbitals, the general formula for \(E_M\) gives

\[
2E_M-E_T=(1+s^2)E_S+(1-s^2)E_T-E_T=E_S+s^2(E_S-E_T).
\]

The rule misses the singlet energy of that pair by \(s^2\) times the splitting. As a trial, keep \(a\) and replace \(b\) by \(b\cos10^\circ+a\sin10^\circ\), so that \(s=0.1736\). The triplet is again unchanged, since the admixture of \(a\) drops out of \(ab-ba\). The symmetric function becomes \(\cos10^\circ\,(ab+ba)+2\sin10^\circ\,aa\). It now contains the configuration 1s², which lies lower and also couples to \(ab+ba\) through \(\langle aa|H|ab+ba\rangle\). The sign of that coupling follows the relative sign of \(a\) and \(b\). With the choice above it is negative, and the singlet falls to \(-2.25067\) hartree, below the triplet. With the opposite sign of \(b\), the coupling would push the energy up instead. The predicted error is

\[
0.1736^2\times(-2.25067+2.17423)=-0.0023\ \text{hartree},
\]

in agreement with the direct evaluation. If you let the mixed determinant optimize its up and down orbitals freely, it collapses to the 1s² ground state. Even if you hold the down electron in the second orbital, nothing keeps that orbital orthogonal to the up orbital. The self-consistent overlap is then 0.11, and the overlap error it brings is only 0.0003 hartree. The larger harm is that the two determinants no longer share their orbitals: twice the difference from the optimized triplet becomes 0.042 hartree.

### Should you reoptimize for the singlet?

It sounds like an improvement, so let us try it. Keep \(a\) fixed. As a function of \(b\), the singlet energy is

\[
E_S=h_a+\langle b|\,h+\hat J_a+\hat K_a\,|b\rangle ,
\]

where \(\hat J_a\) and \(\hat K_a\) are the Coulomb and exchange operators of \(a\). The triplet has \(-\hat K_a\) instead. The best \(b\) orthogonal to \(a\) is the lowest eigenfunction of \(h+\hat J_a+\hat K_a\) in the space orthogonal to \(a\). Exchange now acts repulsively, and the 2s orbital expands: its mean radius grows from 4.37 to 4.94 bohr.

The singlet energy drops from \(-2.14609\) to \(-2.15523\) hartree. Measured from the optimized triplet, the splitting is now

\[
-2.15523+2.17423=0.0190\ \text{hartree},
\]

about one third below 0.029. Reoptimizing has made the result worse.

To see why, we need a better singlet energy. Diagonalizing \(H\) among all two-electron functions that can be built from a given basis (full configuration interaction, CI) gives, in hartree:

| Basis | \(E_S\) | \(E_T\) | Splitting |
|---|---:|---:|---:|
| s | −2.14418 | −2.17425 | 0.03007 |
| s, p | −2.14574 | −2.17515 | 0.02941 |
| s, p, d | −2.14578 | −2.17518 | 0.02940 |

The 1s2s singlet is the second singlet level, above the 1s² ground state. Expand any normalized singlet trial function from the s basis in the CI eigenstates of that basis, with coefficients \(c_0,c_1,\dots\) and energies \(E_0<E_1\le E_2\le\dots\):

\[
E=\sum_k|c_k|^2E_k .
\]

If \(c_0=0\), then \(E\ge E_1=-2.14418\). The reoptimized singlet, at \(-2.15523\), lies below this value, so it must contain some of the ground state. Orthogonality of \(b\) to \(a\) does not make the two-electron function orthogonal to the ground state. Correlation is not the main reason. The orbital \(\varphi\) of the closed-shell Hartree–Fock 1s² state differs from \(a\), so the overlap \(\sqrt2\,\langle a|\varphi\rangle\langle b|\varphi\rangle\) of the singlet with \(\varphi\varphi\) need not vanish; for the reoptimized singlet its square is already 1.4%. Minimizing the energy of an excited state without that constraint can lower it past the level you want.

The unrelaxed singlet, at \(-2.14609\), is also below \(-2.14418\), so it too has a ground-state component. Its ground-state weight is even the larger one, 2.7% against 1.8% after reoptimization. With that component projected out, the unrelaxed function has an energy of about \(-2.126\) hartree, 0.018 above the s-basis level, and the reoptimized one about \(-2.142\), only 0.002 above. Reoptimizing thus improves the excited-state part of the function, but the ground-state component that remains still pulls the energy down, and now little offsets it. With the triplet's 2s orbital, the two errors nearly cancel. The good result of the simple recipe rests on this compensation, and I would not expect the same 3% in another atom without checking.

### How good is the 0.029?

It is a rounded value, so agreement beyond its second digit has no meaning. The largest CI calculation supports it with 0.0294 hartree, or 0.800 eV. That calculation leaves out relativity, nuclear motion and whatever a larger basis would add. Adding d functions changed the splitting by only 0.00001 hartree, but so small a change does not bound the error. The converged nonrelativistic energies, \(-2.14597\) hartree for the singlet and \(-2.17523\) for the triplet, give a splitting of 0.02926 hartree, or 0.796 eV.

Against these converged values, the Hartree–Fock sum rule is low by 0.0011 hartree, or 4%. The error divides as follows:

- The triplet is too high by \(-2.17423+2.17523=0.00100\) hartree. Almost all of this is the correlation energy that one determinant misses; about 0.00002 hartree is basis error.
- The singlet is too low by \(2.14609-2.14597=0.00012\) hartree, or by 0.00014 in the larger s basis.

Both errors reduce the splitting.

### Using a density functional

Here the rule changes its status. With an approximate functional, \(E_M\) and \(E_T\) are no longer expectation values of \(H\), so the derivation above does not apply. One *defines* the singlet energy by \(E_S=2E_M-E_T\), because the functional depends on the spin densities and has no direct way of representing the two-determinant singlet.

What does the recipe then test? With common orbitals, both determinants have the same total density \(n_a+n_b\), where \(n_a=a^2\) and \(n_b=b^2\). They also have the same orbital kinetic energy, nuclear attraction and Hartree energy. All of that cancels, and

\[
E_S-E_T=2\left\{E_{xc}[n_a,n_b]-E_{xc}[n_a+n_b,0]\right\},
\]

with the up density first and the down density second. The splitting depends on how the functional responds to a change of spin polarization at fixed total density.

Exact exchange must reproduce the earlier result, and it does. With \(J_{aa}\) and \(J_{bb}\) the self-repulsions of the two orbital densities,

\[
E_x[n_a,n_b]=-\tfrac12(J_{aa}+J_{bb}),\qquad
E_x[n_a+n_b,0]=-\tfrac12(J_{aa}+J_{bb})-K .
\]

Twice the difference is \(2K\).

In the local spin-density approximation (LSDA), exchange is \(E_x=-C\int(n_\uparrow^{4/3}+n_\downarrow^{4/3})\,d^3r\) with \(C=\frac32\left(\frac{3}{4\pi}\right)^{1/3}\), so

\[
E_S-E_T=2C\int\left[(n_a+n_b)^{4/3}-n_a^{4/3}-n_b^{4/3}\right]d^3r .
\]

The integrand is never negative, because \((n_a+n_b)^{4/3}=(n_a+n_b)^{1/3}n_a+(n_a+n_b)^{1/3}n_b\ge n_a^{4/3}+n_b^{4/3}\). It vanishes where either density vanishes. LSDA exchange thus has the right sign and the right limit for separated orbitals, but the size is not guaranteed.

With each functional's own self-consistent triplet orbitals, the results in hartree are:

| Functional | \(E_T\) | \(E_M\) | Splitting | Ratio to 0.029 |
|---|---:|---:|---:|---:|
| LSDA, exchange only | −2.07722 | −2.05652 | 0.0414 | 1.43 |
| LSDA with PW92 correlation | −2.12024 | −2.10545 | 0.0296 | 1.02 |
| PBE | −2.17679 | −2.16135 | 0.0309 | 1.06 |

For the first row, the exchange energies are \(-0.60703\) hartree for the mixed determinant and \(-0.62773\) for the triplet. Twice their difference is 0.0414 hartree, the whole splitting, as the cancellation requires.

LSDA exchange alone overshoots 0.029 hartree by 43%.

Including correlation brings the splitting down to 0.0296 hartree, since the correlation functional lowers the mixed determinant more than the fully polarized triplet. This close agreement does not mean that the LSDA energies are good. Compared with the largest CI calculation, the triplet is too high by \(2.17518-2.12024=0.0549\) hartree. The singlet, at \(-2.09067\), is too high by 0.0551. Each error is nearly twice the splitting itself, and they cancel in the difference. PBE has much better total energies here, yet its splitting is slightly further from 0.029.

For your exercise, then, keep the canonical triplet orbitals, flip one spin without reoptimizing, and double the energy difference. The Hartree–Fock answer is 0.028 hartree, against the expected 0.029. The numerical output below lists the determinant, sum-rule and CI energies at full printed precision.

## Numbers as computed

```
Helium 1s2s; energies in hartree unless marked
Hartree-Fock triplet orbitals: h_1s = -1.99998, h_2s = -0.44320
J (radial quadrature) = 0.28302, K = 0.01407
E_T = -2.17423, E_M = -2.16016, E_S = 2E_M - E_T = -2.14609
E_S from explicit singlet function = -2.14609
HF sum-rule splitting = 0.02814 hartree = 0.766 eV
  minus 0.029 = -0.00086
  ratio to 0.029 = 0.97
Orbitals rotated by 10 degrees: E_T = -2.17423, E_M = -2.10318, E_S = -2.03212
Overlapping orbitals: overlap = 0.1736, E_M = -2.21360, E_S = -2.25067
  error of the rule = -0.002305
Outer orbital relaxed for singlet: E_M = -2.16153, E_T = -2.16783, E_S = -2.15523
  splitting from optimized triplet = 0.01900
  mean radius of 2s: triplet 4.372 bohr, singlet 4.940 bohr
LSDA exchange only: E_T = -2.07722, E_M = -2.05652, E_S = -2.03583
  splitting = 0.04140, minus 0.029 = 0.01240, ratio = 1.43
LSDA (PW92 correlation): E_T = -2.12024, E_M = -2.10545, E_S = -2.09067
  splitting = 0.02957, minus 0.029 = 0.00057, ratio = 1.02
PBE: E_T = -2.17679, E_M = -2.16135, E_S = -2.14592
  splitting = 0.03087, minus 0.029 = 0.00187, ratio = 1.06
LSDA exchange energy by radial quadrature: mixed -0.60703, triplet -0.62773
  twice the difference = 0.04140
Full CI, s basis: E_S = -2.14418, E_T = -2.17425, splitting = 0.03007
Full CI, sp basis: E_S = -2.14574, E_T = -2.17515, splitting = 0.02941
Full CI, spd basis: E_S = -2.14578, E_T = -2.17518, splitting = 0.02940
Reference splitting (spd) = 0.02940 hartree = 0.800 eV
```
